\section*{Flat Bands and Spinor Zeros in Chiral Twisted Bilayer Graphene}

\section{The form fixed by symmetry}

In the chiral model of twisted bilayer graphene, zero-energy states on one sublattice obey $D\psi=0$, where $D$ differentiates with respect to $\bar z=x-iy$ but not $z=x+iy$. A function $f(z)$ therefore passes through $D$: wherever $f$ is regular, $D(f\psi)=fD\psi$. If $\psi_K$ is a zero mode at the Dirac point $K$, translation symmetry suggests
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=f_{\mathbf k}(z)\psi_K(\mathbf r),\qquad f_{\mathbf k}(z+A_j)=e^{i\mathbf k\cdot\mathbf a_j}f_{\mathbf k}(z),
\label{form}
\end{equation}
with $\mathbf k$ measured from $K$, $\mathbf a_{1,2}$ the moir\'e lattice vectors and $A_j=a_{jx}+ia_{jy}$.

The modulus $|f_{\mathbf k}|$ is periodic. Without poles $f_{\mathbf k}$ would be bounded and entire, hence constant by Liouville's theorem, which allows only $\mathbf k=0$. At other momenta it must have a pole, and the state is finite there only if both components of $\psi_K$ vanish. This does not happen at a generic twist angle. The result derived below in two ways is that, at real coupling, such a zero is equivalent to zero modes at every $\mathbf k$.

\section{Model and the protected mode}

Consider one valley and spin without interactions. Lengths are in units of $1/k_\theta$ and energies in $\hbar vk_\theta$, where $k_\theta=2K_D\sin(\theta/2)$ and $K_D$ is the graphene Dirac wave number. Tunnelling between equal sublattices is set to zero, $w_{AA}=0$; between unlike sublattices it gives $\alpha=w_{AB}/(\hbar vk_\theta)$. Then
\begin{equation}
H=\begin{pmatrix}0&D^\dagger\\D&0\end{pmatrix},\qquad
D=\begin{pmatrix}-2i\bar\partial&\alpha U(\mathbf r)\\ \alpha U(-\mathbf r)&-2i\bar\partial\end{pmatrix},
\end{equation}
where $\bar\partial=(\partial_x+i\partial_y)/2$, the entries of $D$ refer to the layers, and
\begin{equation}
U=\sum_{n=0}^{2}\omega^n e^{-i\mathbf q_n\cdot\mathbf r},\qquad \omega=e^{2\pi i/3}.
\end{equation}
Here $\mathbf q_0=(0,-1)$ and $\mathbf q_{1,2}=(\pm\sqrt3/2,1/2)$. The reciprocal vectors are $\mathbf b_j=\mathbf q_j-\mathbf q_0$, and $\mathbf a_{1,2}=\frac{4\pi}{3}(\pm\frac{\sqrt3}{2},\frac12)$.

Since $\mathbf q_n\cdot\mathbf a_j=-2\pi/3$ modulo $2\pi$, $U(\mathbf r+\mathbf a_j)=\omega U(\mathbf r)$. The Bloch condition compatible with $D$ is
\begin{equation}
\psi(\mathbf r+\mathbf a_j)=e^{i\mathbf k\cdot\mathbf a_j}
\begin{pmatrix}1&0\\0&\omega^*\end{pmatrix}\psi(\mathbf r).
\label{bloch}
\end{equation}
Thus $K$ is $\mathbf k=0$, $K'$ is $\mathbf k=-\mathbf q_0$, and $\Gamma$ is $\mathbf k=\mathbf q_0$, modulo reciprocal vectors.

A zero mode at $K$ exists for every $\alpha$. Let $R$ be rotation by $120^\circ$ and $(C\psi)(\mathbf r)=\psi(R\mathbf r)$. Because $\bar z\to\omega^*\bar z$ and $U(R\mathbf r)=\omega U(\mathbf r)$, we have $DC=\omega^*CD$, so $D$ maps the sector $C=\lambda$ into $C=\omega\lambda$. At $\alpha=0$ the kernels of $D$ and $D^\dagger$ in the $K$ space are both spanned by $(1,0)$, with $C=1$. As a map from sector $1$ to sector $\omega$, $D$ has a one-dimensional kernel and no cokernel: its index is one. The bounded tunnelling term is compact relative to the elliptic kinetic term and cannot change the index. A mode $\psi_K=(\psi_1,\psi_2)$ with $C=1$ therefore survives. It also supplies a mode at $K'$: since $\bar\partial$ changes sign under $\mathbf r\to-\mathbf r$, the spinor $(\psi_2(-\mathbf r),-\psi_1(-\mathbf r))$ again solves $D\psi=0$, and under $\mathbf r\to\mathbf r+\mathbf a_j$ its components gain the factors $\omega$ and $1$, which is (\ref{bloch}) with $\mathbf k=-\mathbf q_0$.

Let $\mathbf r_0=(\mathbf a_1-\mathbf a_2)/3$. Then $R\mathbf r_0=\mathbf r_0+\mathbf a_2$, and
\begin{equation}
\psi_2(\mathbf r_0)=\psi_2(R\mathbf r_0)=\omega^*\psi_2(\mathbf r_0)=0.
\end{equation}
Likewise $R(-\mathbf r_0)=-\mathbf r_0-\mathbf a_2$ gives $\psi_2(-\mathbf r_0)=0$. The map
\begin{equation}
(\psi_1,\psi_2)(x,y)\to(\psi_1^*,-\psi_2^*)(x,-y)
\end{equation}
also preserves the zero-mode equation, since $U^*(x,-y)=U(x,y)$ and the kinetic term changes sign. Choosing $\psi_K$ invariant makes $\psi_1(\pm\mathbf r_0)$ real, as these points lie on the $x$ axis. A full zero at $\mathbf r_0$ is thus one real condition on $\alpha$.

\section{First derivation: holomorphic quotients}

\subsection{Why a zero is necessary}

A zero of $\psi_K$ has a restricted local form. Write $D\psi=0$ as $\bar\partial\psi=V\psi$, with $V$ a smooth matrix. If $\psi(\mathbf r_*)=0$, then $\bar\partial\psi=0$ there; differentiating repeatedly gives $\bar\partial^n\psi=0$ for every $n$. The solution is real-analytic, and its Taylor series in $\delta=z-z_*$ and $\bar\delta$ has no pure $\bar\delta^n$ terms. A factor $\delta$ can be removed, leaving a solution of the same equation. Repetition gives
\begin{equation}
\psi=(z-z_*)^m\chi,\qquad \chi(\mathbf r_*)\neq0,\quad m\geq1.
\label{local}
\end{equation}

Suppose a zero mode $\phi$ exists at one momentum other than $K,K'$. Define $W=\psi_1\phi_2-\psi_2\phi_1$. Using both equations,
\begin{align}
-2i\bar\partial W={}&-\alpha U(\mathbf r)\psi_2\phi_2-\alpha U(-\mathbf r)\psi_1\phi_1\nonumber\\
&+\alpha U(-\mathbf r)\psi_1\phi_1+\alpha U(\mathbf r)\psi_2\phi_2=0.
\end{align}
So $W$ is entire; its modulus is periodic, so it is bounded and constant. But $W(\mathbf r+\mathbf a_j)=\omega^*e^{i\mathbf k\cdot\mathbf a_j}W(\mathbf r)$, so it vanishes unless $\mathbf k=K'$.

Hence $\phi=f\psi_K$. Where $\psi_K\neq0$, the two equations give $\bar\partial f=0$; by (\ref{local}), the singularities of $f$ are at most poles at zeros of $\psi_K$. Since $\mathbf k\neq0$, the Liouville argument requires a pole. The spinor $\psi_K$ must vanish there, or $\phi$ would be infinite. A single zero mode away from $K$ and $K'$ therefore forces a zero of $\psi_K$.

\subsection{Why a zero is sufficient}

Take a zero at $\mathbf r_0$ and set $u=(z-z_0)/A_1$, $z_0=4\pi/(3\sqrt3)$, $\tau=A_2/A_1=\omega$. The theta function
\begin{equation}
\theta_1(u)=-i\sum_{n=-\infty}^{\infty}(-1)^n e^{i\pi\tau(n+1/2)^2+2\pi i(n+1/2)u}
\end{equation}
obeys $\theta_1(u+1)=-\theta_1(u)$. For $u\to u+\tau$, use $(n+\frac12)^2+2(n+\frac12)=(n+\frac32)^2-1$ and relabel $n+1\to n$:
\begin{equation}
\theta_1(u+\tau)=-e^{-i\pi\tau-2\pi iu}\theta_1(u).
\label{theta}
\end{equation}
It is odd, so $\theta_1(0)=0$. Its logarithmic derivative is unchanged by $u\to u+1$ and falls by $2\pi i$ under $u\to u+\tau$. The integral around a cell is thus $2\pi i$, which means one simple zero per cell.

Try
\begin{equation}
f_{\mathbf k}=e^{2\pi isu}\frac{\theta_1(u-c)}{\theta_1(u)}.
\label{ratio}
\end{equation}
Under $u\to u+1$ the multiplier is $e^{2\pi is}$, so $s=\mathbf k\cdot\mathbf a_1/2\pi$. Under $u\to u+\tau$, (\ref{theta}) gives $e^{2\pi i(s\tau+c)}$. With $t=\mathbf k\cdot\mathbf a_2/2\pi$, the required value $e^{2\pi it}$ follows from $c=t-s\tau$.

Let $\kappa=k_x+ik_y$ and $B_j=b_{jx}+ib_{jy}$. From $\mathbf k=s\mathbf b_1+t\mathbf b_2$ and $B_1/B_2=e^{-i\pi/3}=-\tau$,
\begin{equation}
\kappa=B_2(t-s\tau),\qquad c=\kappa/B_2.
\end{equation}
Near $\mathbf r_0$, the pole of $f_{\mathbf k}$ cancels the factor $z-z_0$ in (\ref{local}). The product is smooth and satisfies $D\psi_{\mathbf k}=0$ across the point. This holds for every $\mathbf k$; at $\mathbf k=0$ the ratio is one. For a zero elsewhere, $z_0$ is replaced by its position.

At fixed $\mathbf k$, $D$ has index zero, so $D^\dagger$ also has a zero mode. If each of these is the only zero mode on its sublattice, there are two flat bands per valley and spin, one on each sublattice.

The new state has its zero at
\begin{equation}
z=z_0+A_1\kappa/B_2=z_0-\frac{4\pi i}{3\sqrt3}\kappa .
\label{move}
\end{equation}
At $\Gamma$, $\kappa=-i$ and the zero is at the AA point $z=0$.

Without a zero of $\psi_K$ the construction fails. If $f_{\mathbf k}\simeq\rho/(z-z_0)$, then $\bar\partial(z-z_0)^{-1}=\pi\delta^2(\mathbf r-\mathbf r_0)$ gives
\begin{equation}
D(f_{\mathbf k}\psi_K)=-2\pi i\rho\,\psi_K(\mathbf r_0)\delta^2(\mathbf r-\mathbf r_0).
\end{equation}
The product has a point source, and its squared norm contains $2\pi|\rho|^2|\psi_K(\mathbf r_0)|^2\ln(1/\epsilon)$, where $\epsilon$ is a short-distance cutoff.

\subsection{Number and position of the zeros}

Two distinct zeros would allow two independent products, each with its pole at a different zero. A double zero would also allow two: besides (\ref{ratio}), one could use $e^{2\pi isu}\theta_1(u-c_1)\theta_1(u-c_2)/\theta_1^2(u)$ with $c_1+c_2=c$. If the flat band is nondegenerate on its sublattice, there is therefore exactly one simple zero per cell. Conversely, one simple zero gives one state: the quotient of two candidates is doubly periodic with at most one simple pole, and since its residues must sum to zero it is constant.

A single zero must lie at a point fixed by $R$ modulo translations. About $\mathbf r_0$, (\ref{bloch}) gives $\psi_1(\mathbf r_0+R\boldsymbol\delta)=\psi_1(\mathbf r_0+\boldsymbol\delta)$ and $\psi_2(\mathbf r_0+R\boldsymbol\delta)=\omega\psi_2(\mathbf r_0+\boldsymbol\delta)$. A leading term $\delta^1$ is allowed in $\psi_2$. At $-\mathbf r_0$ the second factor is $\omega^*$, so the lowest allowed order is two; at AA both factors are one and the lowest order is three. The simple zero is at $\mathbf r_0$.

\section{Second derivation: counting singular momenta}

\subsection{The Dirac velocity measures the zero}

This derivation starts from the slope of the band. Direct substitution, with $\bar\partial[\psi(-\mathbf r)]=-(\bar\partial\psi)(-\mathbf r)$, shows that
\begin{equation}
\chi_K(\mathbf r)=\bigl(\psi_1^*(-\mathbf r),\psi_2^*(-\mathbf r)\bigr)
\end{equation}
satisfies $D^\dagger\chi_K=0$ and lies in the $K$ space. Define
\begin{equation}
w=\psi_1(\mathbf r)\psi_1(-\mathbf r)+\psi_2(\mathbf r)\psi_2(-\mathbf r).
\label{w}
\end{equation}
Its cell average is the overlap $\langle\chi_K|\psi_K\rangle$ per unit area. It is also independent of position:
\begin{align}
-2i\bar\partial w={}&-\alpha U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)+\alpha U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)\nonumber\\
&-\alpha U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)+\alpha U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)=0,
\end{align}
and $w$ is periodic, hence constant. Since $\psi_2(\pm\mathbf r_0)=0$,
\begin{equation}
w=\psi_1(\mathbf r_0)\psi_1(-\mathbf r_0).
\end{equation}
Thus $w=0$ exactly when the whole spinor vanishes at $\mathbf r_0$ or $-\mathbf r_0$; by (\ref{w}), a zero at any other point also makes $w=0$.

Removing $e^{i\mathbf k\cdot\mathbf r}$ from a Bloch state changes $D$ into $D+\kappa$. If the kernel at $K$ is one-dimensional, first-order perturbation theory between normalized $\psi_K$ and $\chi_K$ gives $E=\pm v|\kappa|$, where
\begin{equation}
\frac{v}{v_0}=\frac{|w|}{\langle|\psi_K|^2\rangle},
\label{velocity}
\end{equation}
the bracket is a cell average and $v_0$ is the uncoupled velocity. At $\alpha=0.4$, (\ref{velocity}) gives $0.34944$, as does the slope of the diagonalized band.

\subsection{A vanishing velocity flattens the whole band}

For fixed $\alpha$, consider the values of $\kappa$ at which $D+\kappa$ is singular in the $K$ space. They are minus the eigenvalues of $D$, and their pattern repeats with the reciprocal lattice. Because $D$ is elliptic, they are either isolated with finite multiplicity or fill the complex plane.

At $\alpha=0$ there are two simple values per reciprocal cell, at $K$ and $K'$. To follow them, write $D+\kappa=P_\kappa+\alpha T$, with $P_\kappa$ the kinetic and $T$ the tunnelling part. At a fixed $\kappa$ with invertible $P_\kappa$,
\begin{equation}
P_\kappa+\alpha T=P_\kappa(1+\alpha P_\kappa^{-1}T).
\label{bs}
\end{equation}
The operator $P_\kappa^{-1}T$ is compact, so (\ref{bs}) is singular only at isolated complex $\alpha$. The couplings with an isolated pattern therefore form a connected set containing $\alpha=0$. Within it, singular values may move or merge, but their number per cell, counted with algebraic multiplicity, cannot change: the reciprocal cell closes into a torus with no edge through which they could leave. The number stays two.

Now let $w=0$. If the kernel at $K$ has dimension two or more, the multiplicity there is at least two. If it has dimension one, the kernel of $D^\dagger$ is spanned by $\chi_K$; since $\psi_K$ is orthogonal to $\chi_K$, $D\varphi=\psi_K$ has a solution. This Jordan chain again gives multiplicity at least two. The protected mode at $K'$ adds at least one, for a total of at least three. This contradicts the count of two, so the pattern is not isolated: zero modes exist at every $\mathbf k$.

For the converse, assume a one-dimensional kernel at $K$. If normalized periodic parts satisfy $(D+\kappa)\varphi_\kappa=0$ for all $\kappa$, projection onto $\chi_K$ gives $\kappa\langle\chi_K|\varphi_\kappa\rangle=0$. As $\kappa\to0$, $\varphi_\kappa$ tends to normalized $\psi_K$, apart from phase, so $w=0$ and $\psi_K$ has a zero.

\section{What each derivation assumes}

Both need $w_{AA}=0$, which makes $H$ purely off-diagonal, and a periodic lattice. The holomorphic derivation uses the absence of $\partial_z$ in $D$ and the zero trace of its potential. Once $\psi_K$ is given, it needs neither a path from $\alpha=0$ nor a one-dimensional kernel, and it supplies the wave functions.

The counting derivation uses the two cones at $\alpha=0$ and continuity in complex $\alpha$; its converse also needs the one-dimensional kernel. It supplies no theta function, but shows why a condition at $K$ controls the full band. It also shows that magic couplings can be found at one generic $\mathbf k$, from the eigenvalues $-1/\alpha$ of $P_\kappa^{-1}T$.

\section{The weak-coupling limit and the magic value}

Normalize the mean of $\psi_1$ to one. The complex form of $\mathbf q_n$ is $Q_n=-i\omega^n$, and $-2i\bar\partial e^{i\mathbf q_n\cdot\mathbf r}=Q_ne^{i\mathbf q_n\cdot\mathbf r}$. To first order,
\begin{equation}
\psi_2=-\alpha\sum_n\frac{\omega^n}{Q_n}e^{i\mathbf q_n\cdot\mathbf r}
=-i\alpha\sum_ne^{i\mathbf q_n\cdot\mathbf r}.
\end{equation}
Insert this into the first row. Terms with $m=n$ cancel because $\sum_n\omega^n=0$; the others are divided by $Q_m-Q_n$:
\begin{equation}
\psi_1=1-\alpha^2\sum_{m\neq n}\frac{e^{i(\mathbf q_m-\mathbf q_n)\cdot\mathbf r}}{\omega^{m-n}-1}+O(\alpha^4).
\end{equation}
At $\pm\mathbf r_0$ the exponential is $\omega^{\pm(m-n)}$. Each nonzero difference modulo three occurs three times, so
\begin{align}
\psi_1(\mathbf r_0)&=1-3\alpha^2\left(\frac{\omega}{\omega-1}+\frac{\omega^2}{\omega^2-1}\right)=1-3\alpha^2,\\
\psi_1(-\mathbf r_0)&=1-3\alpha^2\left(\frac{\omega^2}{\omega-1}+\frac{\omega}{\omega^2-1}\right)=1,
\end{align}
up to $O(\alpha^4)$. Both denominators multiply to $3$; the numerators over this common denominator are $3$ and $0$. The three waves in $\psi_2$ give $\langle|\psi_K|^2\rangle=1+3\alpha^2$, and hence
\begin{equation}
\frac{v}{v_0}\simeq\frac{1-3\alpha^2}{1+3\alpha^2}.
\end{equation}
At $\alpha=0.4$ this is $0.52/1.48=0.351$, against the numerical $0.349$. Its root is $1/\sqrt3=0.577$.

The full plane-wave calculation puts the root of $\psi_1(\mathbf r_0)$ at $\alpha=0.58566$. The eigenvalues of $P_\kappa^{-1}T$ at a generic momentum give the same value. On 36 momenta the largest flat-band energy is $4.1\times10^{-16}$, which is rounding error, and the nearest remote energy is $0.547$. At $\alpha=0.4$, by contrast, the lowest energy on the mesh away from $K,K'$ is $0.095$.

The function $|\theta_1(u)|e^{-\pi(\operatorname{Im}u)^2/\operatorname{Im}\tau}$ is periodic and has one simple zero per cell. Dividing $|\psi_K|$ by it on a grid of 1296 points gives values between $1.01$ and $2.72$, so no second zero is seen. Direct null vectors of $D$ at $\Gamma$ and at $\mathbf k=(0.31,0.17)$ agree with the theta-function states to rounding error. Their zeros lie where (\ref{move}) puts them: AA for $\Gamma$, and $(2.83,-0.75)$ for the other.

\section{Twisted bilayer graphene in numbers}

Take rough typical values $v=10^6$ m/s, $w_{AB}=0.11$ eV and graphene lattice constant $a=0.246$ nm. Then $\hbar v=0.658$ eV nm and
\begin{equation}
k_\theta=\frac{0.11}{0.658\times0.5857}\ \mathrm{nm}^{-1}=0.285\ \mathrm{nm}^{-1}.
\end{equation}
With $K_D=4\pi/3a=17.0$ nm$^{-1}$, the angle is $\theta\simeq k_\theta/K_D=0.0168$ rad, or $0.96^\circ$. The moir\'e period is $L=4\pi/3k_\theta=14.7$ nm, and $\psi_K$ vanishes $L/\sqrt3=8.5$ nm from AA. At AA its density is $3.6$ times the cell average. The energy unit is $188$ meV, so the remote bands are $0.547\times188=103$ meV away.

In real samples the first magic angle is roughly $1.1^\circ$; the model value scales as $w_{AB}/v$ at small angle and inherits the uncertainty of these inputs. The assumption $w_{AA}=0$ is not realistic either: a rough typical ratio is $w_{AA}/w_{AB}=0.8$. With $\alpha$ held fixed, that ratio gives the two middle bands a total width of $4.3$ meV and shrinks the indirect gap to the remote bands from $103$ to about $23$ meV ($24.5$ meV on a $6\times6$ mesh, $23.4$ meV on $18\times18$). Most of this width is detuning, because the flattest coupling shifts with $w_{AA}$: at $\alpha=0.575$, an angle about $0.02^\circ$ larger, the width on the $6\times6$ mesh is about $1$ meV and the gap about $29$ meV. With $w_{AA}=0$ restored and $v,w_{AB}$ fixed, an angle $0.05^\circ$ too large gives $15$ meV.

Other neglected scales are $1.9$ meV for trigonal warping at $k_\theta$, $11$ meV for an assumed strain of $0.1\,\%$ (estimated as $\hbar vK_D$ times strain), and $9.8$ meV for the Coulomb energy $e^2/(4\pi\varepsilon_0\varepsilon_rL)$ with $\varepsilon_r=10$. Thermal energy at 4 K is $0.34$ meV. These are comparison scales, not additive bandwidths. Judged by these scales, strain, angle error and interactions can matter at least as much for the flatness of the middle bands as AA tunnelling; of the three, only the angle error was put into a band calculation. Their scales are small beside the chiral model's gap of $103$ meV, but not beside the $23$ meV left at the more realistic tunnelling ratio.

The opposite rotations of the layers' spinors do no such damage in the chiral limit. They multiply the two kinetic terms by $e^{\pm i\varphi}$; dividing each row by its phase and setting $\psi_2'=e^{-i\varphi}\psi_2$ restores $D\psi=0$. At $\varphi=0.3$ rad the computed energy remains at rounding error. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
[psi1(r0)-1]/alpha^2 at alpha=0.01: -3.0000
[psi1(-r0)-1]/alpha^2 at alpha=0.01: 0.0000
[mean |psi|^2-1]/alpha^2 at alpha=0.01: 3.0002
alpha=0.2: psi1(r0)=0.88075, v/v0=0.78473
   v/v0 from the band slope: 0.78473
alpha=0.4: psi1(r0)=0.52973, v/v0=0.34944
   v/v0 from the band slope: 0.34944
alpha=0.5: psi1(r0)=0.26965, v/v0=0.14695
   v/v0 from the band slope: 0.14695
alpha=0.4: lowest |E| on mesh off K,K': 0.0947 hbar v k_theta
estimate 1/sqrt(3): 0.57735
magic alpha from psi1(r0)=0: 0.58566356
magic alpha from eigenvalues: 0.58566356
second magic alpha: 2.22118
largest flat-band |E| on 36 k points: 4.1e-16 hbar v k_theta
smallest remote-band |E|: 0.5471 hbar v k_theta
|psi_K|/(one-zero modulus): 1.008 to 2.723
winding of psi2 around r0: 1.000
|psi_K|^2/mean at AA: 3.5630
|psi_K|^2/mean at r0: 0.0000
|psi_K|^2/mean at -r0: 0.4854
generic k: 1-overlap=0.0e+00, zero at (2.8295, -0.7497)/k_theta
Gamma: 1-overlap=2.2e-16, zero at (0.0000, 0.0000)/k_theta
|E| with layer spinors rotated by +-0.3 rad: 2.0e-16
inputs: v=1.0e+06 m/s, w_AB=0.11 eV, a=0.246 nm
hbar v: 0.6582 eV nm
k_theta: 0.2854 1/nm
magic angle: 0.960 degrees
moire period: 14.68 nm
distance from AA to the zero of psi_K: 8.48 nm
energy unit hbar v k_theta: 187.8 meV
gap from flat to remote bands: 102.8 meV
bandwidth with w_AA/w_AB=0.8: 4.32 meV
bandwidth at angle error +0.05 deg: 15.19 meV
trigonal warping at k_theta: 1.90 meV
strain scale hbar v K eps, eps=0.1%: 11.2 meV
Coulomb e^2/(4 pi eps L), eps_r=10: 9.8 meV
k_B T at 4 K: 0.345 meV
\end{verbatim}
